# Apparent Activation Energy of Parallel Arrhenius Channels as a Flux-Weighted Mean: a program that tests the result

```python
"""
Result under test: for parallel channels k_i = A_i exp(-beta E_i), with constant
A_i and E_i, the apparent activation energy -d ln(sum k_i)/d beta equals
sum w_i E_i, where w_i = k_i / sum k_j and beta = 1/(kB T).
Energies are in eV, beta in 1/eV, rate constants in 1/s, temperatures in K.
Example: methane release from trimethylaluminium adsorbed on hydroxylated
alumina, with round model parameters. Neglected effects are sized as well.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

KB = const.k / const.e
barriers = np.array([0.70, 0.85, 0.95])
prefactors = np.array([1e11, 3e12, 3e13])


def rates(beta, A=prefactors, E=barriers):
    return A * np.exp(-beta * E)


def ln_total(beta, A=prefactors, E=barriers):
    return np.log(np.sum(rates(beta, A, E)))


def weighted_mean(beta, A=prefactors, E=barriers):
    k = rates(beta, A, E)
    return np.sum(k * E) / np.sum(k)


def weighted_variance(beta, A=prefactors, E=barriers):
    k = rates(beta, A, E)
    return np.sum(k * (E - weighted_mean(beta, A, E))**2) / np.sum(k)


def arrhenius_slope(ln_function, beta, h=1e-3):
    """Apparent activation energy from its definition, by central difference."""
    return -(ln_function(beta + h) - ln_function(beta - h)) / (2 * h)


# Main result and curvature, for the example and for random channel sets
rng = np.random.default_rng(7)
channel_sets = [(prefactors, barriers)]
for n_channels in (2, 4, 7):
    channel_sets.append((10**rng.uniform(10, 14, n_channels),
                         rng.uniform(0.4, 1.3, n_channels)))
for A, E in channel_sets:
    for T in (300.0, 473.0, 800.0):
        b = 1 / (KB * T)
        f = lambda x: ln_total(x, A, E)
        assert abs(arrhenius_slope(f, b) - weighted_mean(b, A, E)) < 1e-6
        h = 0.02
        second = (f(b + h) - 2 * f(b) + f(b - h)) / h**2
        assert abs(second - weighted_variance(b, A, E)) < 1e-5
        assert E.min() <= weighted_mean(b, A, E) <= E.max()

# Limits of the definition itself: very cold and formally infinite temperature
high_T_limit = np.sum(prefactors * barriers) / np.sum(prefactors)
assert abs(arrhenius_slope(ln_total, 0.0) - high_T_limit) < 1e-6
assert abs(arrhenius_slope(ln_total, 200.0) - barriers.min()) < 1e-6

T0 = 473.0
beta0 = 1 / (KB * T0)
k0 = rates(beta0)
k_total = k0.sum()
w0 = k0 / k_total
E0 = weighted_mean(beta0)
var0 = weighted_variance(beta0)

# Temperature slope of the apparent energy, from differences in T
E_at_T = lambda T: arrhenius_slope(ln_total, 1 / (KB * T))
dE_dT = (E_at_T(T0 + 1) - E_at_T(T0 - 1)) / 2
assert abs(dE_dT / (var0 / (KB * T0**2)) - 1) < 1e-4

# Intercept of the numerical tangent against the mixing-entropy expression
ln_A_tangent = ln_total(beta0) + beta0 * arrhenius_slope(ln_total, beta0)
mean_ln_A = np.sum(w0 * np.log(prefactors))
mixing_entropy = -np.sum(w0 * np.log(w0))
assert abs(ln_A_tangent - mean_ln_A - mixing_entropy) < 1e-5

# Competing random clocks: which channel fires first, and when
n_events = 300000
clocks = rng.exponential(size=(n_events, 3)) / k0
winner = np.argmin(clocks, axis=1)
event_mean = barriers[winner].mean()
event_error = np.sqrt(var0 / n_events)
assert abs(event_mean - E0) < 5 * event_error
assert abs(clocks.min(axis=1).mean() * k_total - 1) < 5 / np.sqrt(n_events)

# Finite temperature window
T_low, T_high = 423.0, 573.0
b_low, b_high = 1 / (KB * T_low), 1 / (KB * T_high)
two_point = (ln_total(b_high) - ln_total(b_low)) / (b_low - b_high)
beta_average = quad(weighted_mean, b_high, b_low)[0] / (b_low - b_high)
assert abs(two_point - beta_average) < 1e-9
fit_T = np.linspace(T_low, T_high, 7)
fit_beta = 1 / (KB * fit_T)
fit_ln_k = np.array([ln_total(b) for b in fit_beta])
fit_slope, fit_intercept = np.polyfit(fit_beta, fit_ln_k, 1)
residual = fit_ln_k - (fit_slope * fit_beta + fit_intercept)
assert weighted_mean(b_low) < -fit_slope < weighted_mean(b_high)
b300 = 1 / (KB * 300.0)
k300 = np.exp(ln_total(b300))
k300_fit = np.exp(fit_slope * b300 + fit_intercept)
assert k300_fit < k300

# Neglected effect: prefactors proportional to temperature
E_linear_T = arrhenius_slope(lambda b: ln_total(b) + np.log(beta0 / b), beta0)
assert abs(E_linear_T - E0 - KB * T0) < 1e-6

# Neglected effect: proton tunnelling through symmetric Eckart barriers
wavenumber = 1200.0  # magnitude of the imaginary frequency, 1/cm
quantum = const.h * const.c * wavenumber * 100 / const.e


def transmission(energy, V, hw):
    s = np.sinh(2 * np.pi * np.sqrt(energy * V) / hw)**2
    c = np.cosh(0.5 * np.pi * np.sqrt(16 * V**2 / hw**2 - 1))**2
    return s / (s + c)


def tunnelling_factor(beta, V, hw):
    g = lambda e: beta * transmission(e, V, hw) * np.exp(-beta * (e - V))
    opts = dict(epsabs=1e-12, epsrel=1e-11, limit=300)
    return quad(g, 0, V, **opts)[0] + quad(g, V, V + 40 / beta, **opts)[0]


# Wave equation in units of the barrier width, outgoing wave on the right
V_test = barriers[1]
for ratio in (0.85, 1.05):
    q = 2 * V_test * np.sqrt(ratio) / quantum
    strength = 4 * V_test**2 / quantum**2
    wave = lambda x, y: [y[1], (strength / np.cosh(x)**2 - q**2) * y[0]]
    start = np.exp(1j * q * 10)
    sol = solve_ivp(wave, (10, -10), [start, 1j * q * start],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    incident = abs(sol.y[0, -1] + sol.y[1, -1] / (1j * q)) / 2
    P_exact = transmission(ratio * V_test, V_test, quantum)
    assert abs(incident**-2 / P_exact - 1) < 1e-4
# Small-quantum limit: leading correction 1 + (beta hw)^2/24
assert abs(tunnelling_factor(beta0, 0.85, 0.05)
           - 1 - (beta0 * 0.05)**2 / 24) < 0.01


def kappas(beta):
    return np.array([tunnelling_factor(beta, V, quantum) for V in barriers])


kappa0 = kappas(beta0)
E_tunnel = arrhenius_slope(
    lambda b: np.log(np.sum(kappas(b) * rates(b))), beta0, h=0.01)
dlnkappa = (np.log(kappas(beta0 + 0.01)) - np.log(kappas(beta0 - 0.01))) / 0.02
w_tunnel = kappa0 * k0 / np.sum(kappa0 * k0)
assert abs(E_tunnel - np.sum(w_tunnel * (barriers - dlnkappa))) < 1e-5

# Neglected effect: arrival from the gas and desorption before reaction
pressure_torr, site_area_nm2, molar_mass = 0.1, 0.25, 72.09
desorption_barrier, desorption_prefactor = 1.0, 1e15


def arrival(beta):
    mass = molar_mass * 1e-3 / const.N_A
    pressure = pressure_torr * const.torr
    flux = pressure / np.sqrt(2 * np.pi * mass * const.e / beta)
    return flux * site_area_nm2 * 1e-18


def desorption(beta):
    return desorption_prefactor * np.exp(-beta * desorption_barrier)


def completion_rate(beta):
    """Inverse mean time from empty site to reacted site, from the generator."""
    F, kd, k = arrival(beta), desorption(beta), rates(beta).sum()
    generator = np.array([[-F, F], [kd, -(kd + k)]])
    return 1 / np.linalg.solve(-generator, np.ones(2))[0]


F0, kd0 = arrival(beta0), desorption(beta0)
total0 = F0 + kd0 + k_total
assert abs(completion_rate(beta0) / (F0 * k_total / total0) - 1) < 1e-10
E_completion = arrhenius_slope(lambda b: np.log(completion_rate(b)), beta0)
E_F = -KB * T0 / 2
E_formula = E_F + E0 - (F0*E_F + kd0*desorption_barrier + k_total*E0) / total0
assert abs(E_completion - E_formula) < 1e-6


# Neglected effect: each molecule confined to one channel, equal populations
def ln_rate_half_conversion(beta):
    k = rates(beta)
    scaled = k / k.mean()
    remaining = lambda x: np.mean(np.exp(-scaled * x)) - 0.5
    x = brentq(remaining, 0, 50, xtol=1e-14, rtol=1e-14)
    return np.log(np.mean(k * np.exp(-scaled * x)))


E_segregated = arrhenius_slope(ln_rate_half_conversion, beta0)

print("Barriers (eV):", barriers)
print("Prefactors (1/s):", " ".join(f"{a:.1e}" for a in prefactors))
print(f"Unweighted mean barrier: {barriers.mean():.4f} eV")
print(f"High-temperature limit of E_app: {high_T_limit:.4f} eV")
for T in (373.0, 473.0, 573.0):
    b = 1 / (KB * T)
    k = rates(b)
    print(f"T = {T:.0f} K: kB T = {KB*T:.5f} eV")
    print("  channel rates (1/s):", " ".join(f"{x:.4e}" for x in k))
    print(f"  total rate: {k.sum():.4e} 1/s")
    print("  flux weights:", " ".join(f"{x:.4f}" for x in k / k.sum()))
    print(f"  E_app, weighted mean: {weighted_mean(b):.4f} eV")
    print(f"  E_app, numerical slope: {arrhenius_slope(ln_total, b):.4f} eV")
print(f"Conversion: E_app at 473 K = {E0*const.e*const.N_A/1000:.2f} kJ/mol")
print(f"Barrier standard deviation at 473 K: {np.sqrt(var0):.4f} eV")
print(f"dE_app/dT at 473 K: {dE_dT*1000:.4f} meV/K")
print(f"Apparent prefactor at 473 K: {np.exp(ln_A_tangent):.4e} 1/s")
print(f"Geometric weighted prefactor: {np.exp(mean_ln_A):.4e} 1/s")
print(f"Channel mixing entropy / kB: {mixing_entropy:.4f}")
print(f"Random events: {n_events}; mean barrier {event_mean:.4f} eV")
print(f"Standard error of event mean: {event_error:.5f} eV")
print(f"Two-point slope, 423 to 573 K: {two_point:.4f} eV")
print(f"Seven-point fitted slope, 423 to 573 K: {-fit_slope:.4f} eV")
print(f"Fitted prefactor: {np.exp(fit_intercept):.4e} 1/s")
print(f"Largest fit residual in ln k: {np.max(abs(residual)):.4f}")
print(f"k at 300 K: true {k300:.4e}, fit {k300_fit:.4e} 1/s")
print(f"Ratio fit/true at 300 K: {k300_fit/k300:.4f}")
print("Neglected effects at 473 K:")
print(f"Prefactor proportional to T: shift {E_linear_T-E0:+.4f} eV")
print(f"Tunnelling input: {wavenumber:.0f} 1/cm, quantum {quantum:.4f} eV")
print("Tunnelling factors:", " ".join(f"{x:.3f}" for x in kappa0))
print(f"Tunnelling: E_app {E_tunnel:.4f} eV, shift {E_tunnel-E0:+.4f} eV")
print(f"Gas: {pressure_torr} Torr, site area {site_area_nm2} nm2, "
      f"molar mass {molar_mass} g/mol")
print(f"Desorption: {desorption_barrier:.2f} eV, "
      f"prefactor {desorption_prefactor:.1e} 1/s")
print(f"Arrival rate per site: {F0:.4e} 1/s")
print(f"Desorption rate: {kd0:.4e} 1/s")
print(f"Site completion rate: {completion_rate(beta0):.4e} 1/s")
print(f"Completion-rate slope: {E_completion:.4f} eV, "
      f"shift {E_completion-E0:+.4f} eV")
print(f"Segregated sites, half conversion: {E_segregated:.4f} eV, "
      f"shift {E_segregated-E0:+.4f} eV")
print("all good")
```

Printed output:

```
Barriers (eV): [0.7  0.85 0.95]
Prefactors (1/s): 1.0e+11 3.0e+12 3.0e+13
Unweighted mean barrier: 0.8333 eV
High-temperature limit of E_app: 0.9402 eV
T = 373 K: kB T = 0.03214 eV
  channel rates (1/s): 3.4831e+01 9.8259e+00 4.3775e+00
  total rate: 4.9035e+01 1/s
  flux weights: 0.7103 0.2004 0.0893
  E_app, weighted mean: 0.7524 eV
  E_app, numerical slope: 0.7524 eV
T = 473 K: kB T = 0.04076 eV
  channel rates (1/s): 3.4798e+03 2.6329e+03 2.2644e+03
  total rate: 8.3771e+03 1/s
  flux weights: 0.4154 0.3143 0.2703
  E_app, weighted mean: 0.8147 eV
  E_app, numerical slope: 0.8147 eV
T = 573 K: kB T = 0.04938 eV
  channel rates (1/s): 6.9695e+04 1.0023e+05 1.3227e+05
  total rate: 3.0220e+05 1/s
  flux weights: 0.2306 0.3317 0.4377
  E_app, weighted mean: 0.8592 eV
  E_app, numerical slope: 0.8592 eV
Conversion: E_app at 473 K = 78.61 kJ/mol
Barrier standard deviation at 473 K: 0.1039 eV
dE_app/dT at 473 K: 0.5604 meV/K
Apparent prefactor at 473 K: 4.0168e+12 1/s
Geometric weighted prefactor: 1.3609e+12 1/s
Channel mixing entropy / kB: 1.0823
Random events: 300000; mean barrier 0.8146 eV
Standard error of event mean: 0.00019 eV
Two-point slope, 423 to 573 K: 0.8220 eV
Seven-point fitted slope, 423 to 573 K: 0.8224 eV
Fitted prefactor: 4.9863e+12 1/s
Largest fit residual in ln k: 0.0388
k at 300 K: true 1.9305e-01, fit 7.6256e-02 1/s
Ratio fit/true at 300 K: 0.3950
Neglected effects at 473 K:
Prefactor proportional to T: shift +0.0408 eV
Tunnelling input: 1200 1/cm, quantum 0.1488 eV
Tunnelling factors: 1.858 1.862 1.864
Tunnelling: E_app 0.7607 eV, shift -0.0541 eV
Gas: 0.1 Torr, site area 0.25 nm2, molar mass 72.09 g/mol
Desorption: 1.00 eV, prefactor 1.0e+15 1/s
Arrival rate per site: 4.7557e+04 1/s
Desorption rate: 2.2135e+04 1/s
Site completion rate: 5.1031e+03 1/s
Completion-rate slope: 0.4358 eV, shift -0.3789 eV
Segregated sites, half conversion: 0.8413 eV, shift +0.0266 eV
all good
```
